\section*{Quartic Anisotropy from Weak Lateral Variation of First-Order Anisotropy}

\section{What averaging misses}

Suppose the interface anisotropy of a thin magnetic film varies from place to place. Replacing it by its mean can give the wrong equilibrium direction when the mean net anisotropy, interface plus shape, is small. A film whose mean constant favours the normal may in fact tilt away from it, and a fit to its angular energy shows a fourth-order term although no such term was put into the material. The missing ingredient is the small non-uniform rotation by which the magnetization adapts to the variation. Its energy depends on the mean angle, and so acts as an anisotropy.

\section{Model and theorem}

Let a flat film have constant thickness $t$ and uniform exchange stiffness $A>0$. The unit magnetization $\mathbf m$ has polar angle $\theta$ from the film normal and azimuth $\varphi$. It depends on the lateral coordinate $x$ alone and is uniform through the thickness. The energy per volume is
\begin{equation}
E=\left\langle A|\nabla\mathbf m|^2+K(x)\sin^2\theta\right\rangle,
\qquad K(x)=K_1+D\cos qx ,
\label{eq:model}
\end{equation}
where $\langle\cdot\rangle$ is the average over one period $2\pi/q$ and $D>0$ is the peak amplitude. Positive $K_1$ favours the normal. The constant $K_1$ is a net value: it contains the local shape anisotropy $-K_d$, with $K_d=\mu_0M_s^2/2$ and $M_s$ the saturation magnetization. There is no Dzyaloshinskii--Moriya interaction.

The effective energy $e(\Theta)$ is the infimum of $E$ over fields that have the period of $K(x)$ and mean angle $\langle\theta\rangle=\Theta$. Restricting the fields to one period excludes separation into large domains, which is a different process.

\paragraph{Theorem.} Let $|K_1|<Aq^2$ and define
\begin{equation}
\kappa=\frac{D^2}{2Aq^2}.
\label{eq:kappa}
\end{equation}
Then
\begin{equation}
e(\Theta)=(K_1-\kappa)\sin^2\Theta+\kappa\sin^4\Theta+R,
\qquad
\frac{|R|}{\kappa}\le\frac{(|K_1|+D)/(Aq^2)}{\left(1-|K_1|/(Aq^2)\right)^2}.
\label{eq:theorem}
\end{equation}
Thus, to leading order in $D/(Aq^2)$ and $|K_1|/(Aq^2)$, the ripple produces the positive quartic constant $D^2/(2Aq^2)$ and lowers the first-order constant by the same amount.

The convention matters. Here exchange is $A|\nabla\mathbf m|^2$, without a factor $1/2$, and the quartic constant multiplies $+\sin^4\Theta$. Since $\sin^4\Theta=1-2\cos^2\Theta+\cos^4\Theta$, the coefficient of $\cos^4\Theta$ is also $+\kappa$. If the energy is written with $-K_2\cos^4\Theta$, the same physics gives $K_2=-\kappa$.

\section{Proof}

\paragraph{Lemma 1 (uniform azimuth).} For a given $\theta(x)$, a uniform azimuth has the lowest energy.

\emph{Proof.} In polar angles,
\begin{equation}
|\nabla\mathbf m|^2=\theta'^2+\sin^2\theta\,\varphi'^2 .
\end{equation}
The anisotropy does not contain $\varphi$, and the second term is non-negative. Setting $\varphi'=0$ removes it without changing $\langle\theta\rangle$. $\square$

Write $\theta=\Theta+\eta(x)$ with $\langle\eta\rangle=0$, and let $S=\sin2\Theta$. The first derivative of $\sin^2\theta$ is $\sin2\theta$ and the second is $2\cos2\theta$, whose modulus is at most 2. Taylor's theorem therefore gives
\begin{equation}
\sin^2(\Theta+\eta)=\sin^2\Theta+S\eta+\rho,\qquad |\rho|\le\eta^2 .
\label{eq:taylor}
\end{equation}
The uniform state has energy $E_0=K_1\sin^2\Theta$, because $\langle\cos qx\rangle=0$. The term $K_1S\langle\eta\rangle$ also vanishes, so
\begin{equation}
E=E_0+Q[\eta]+\langle K(x)\rho\rangle,\qquad
Q[\eta]=\langle A\eta'^2+DS\cos(qx)\,\eta\rangle .
\label{eq:split}
\end{equation}

\paragraph{Lemma 2 (the response is small).} Any $\eta$ with $E\le E_0$ has root-mean-square size
\begin{equation}
N=\langle\eta^2\rangle^{1/2}\le\frac{D}{\sqrt2\,(Aq^2-|K_1|)} .
\label{eq:small}
\end{equation}

\emph{Proof.} The Fourier series of $\eta$ has no constant term, so each of its wavevectors is at least $q$ in modulus and $\langle\eta'^2\rangle\ge q^2N^2$. The $K_1$ part of the energy change is $K_1\langle\rho\rangle\ge-|K_1|N^2$. For the ripple part, $|\sin^2(\Theta+\eta)-\sin^2\Theta|\le|\eta|$, since the slope $\sin2\theta$ is at most 1 in modulus. The Cauchy--Schwarz inequality with $\langle\cos^2qx\rangle=1/2$ bounds this part below by $-DN/\sqrt2$. Hence
\begin{equation}
0\ge E-E_0\ge Aq^2N^2-|K_1|N^2-\frac{DN}{\sqrt2}.
\end{equation}
For $N>0$, division by $N$ gives Eq.~\eqref{eq:small}; for $N=0$ it is trivial. $\square$

\paragraph{Lemma 3 (minimum of the quadratic part).}
\begin{equation}
\min Q=-\frac{D^2S^2}{8Aq^2},\qquad
\eta_*=-\frac{DS}{2Aq^2}\cos qx .
\label{eq:minQ}
\end{equation}

\emph{Proof.} Split $\eta=a\cos qx+\zeta$ with $\langle\zeta\rangle=\langle\zeta\cos qx\rangle=0$. The cross term in the exchange energy is
\begin{equation}
-2Aaq\langle\sin(qx)\,\zeta'\rangle=2Aaq^2\langle\cos(qx)\,\zeta\rangle=0
\end{equation}
after integration by parts over the period. Therefore
\begin{align}
Q&=\frac{Aq^2a^2}{2}+\frac{DSa}{2}+A\langle\zeta'^2\rangle\nonumber\\
&=\frac{Aq^2}{2}\left(a+\frac{DS}{2Aq^2}\right)^2-\frac{D^2S^2}{8Aq^2}+A\langle\zeta'^2\rangle .
\end{align}
Both squares vanish for $\zeta=0$ and $a=-DS/(2Aq^2)$, and for no other choice. $\square$

The minimizer satisfies the torque balance $2A\eta''=DS\cos qx$. Where the local anisotropy is stronger than average, the magnetization turns towards the normal if $0<\Theta<\pi/2$; where it is weaker, it turns away.

\paragraph{Proof of the theorem.} Since $|K(x)|\le|K_1|+D$, the last term of Eq.~\eqref{eq:split} is bounded by $(|K_1|+D)\langle\eta^2\rangle$. Inserting $\eta_*$ gives an upper bound on $e(\Theta)$. Its mean square, $D^2S^2/(8A^2q^4)$, is smaller than the square of the bound in Eq.~\eqref{eq:small}. For the lower bound, fields with $E>E_0$ can be ignored, because the uniform state does better; for the others $Q\ge\min Q$ and Lemma 2 applies. Both bounds together give
\begin{equation}
e(\Theta)=K_1\sin^2\Theta-\frac{D^2\sin^22\Theta}{8Aq^2}+R,\qquad
|R|\le\frac{(|K_1|+D)D^2}{2(Aq^2-|K_1|)^2}.
\end{equation}
Dividing the bound by $\kappa$ gives the one in Eq.~\eqref{eq:theorem}. Finally,
\begin{equation}
\sin^22\Theta=4\sin^2\Theta\cos^2\Theta=4(\sin^2\Theta-\sin^4\Theta),
\end{equation}
so the relaxation energy is $-\kappa(\sin^2\Theta-\sin^4\Theta)$. $\square$

The sign has a simple origin. Relaxation can only lower the energy. It is absent at $0^\circ$ and $90^\circ$, where the ripple exerts no torque on the uniform state, and strongest at $45^\circ$. A dip between two fixed ends is a negative $\sin^2\Theta$ term combined with an equal positive $\sin^4\Theta$ term.

\section{Corrections and limits}

\paragraph{Remark 1 (mean anisotropy).} The quadratic part of the $K_1$ energy is $K_1\cos2\Theta\langle\eta^2\rangle$. Keeping it replaces $Aq^2$ by $Aq^2+K_1\cos2\Theta$ in the square just completed, so the gain becomes
\begin{equation}
-\frac{D^2\sin^22\Theta}{8(Aq^2+K_1\cos2\Theta)} .
\label{eq:k1corr}
\end{equation}
The response thus stays close to the theorem when $|K_1|\ll Aq^2$; $K_1$ need not be small compared with $D$. Minimization of the full nonlinear energy at $D/(Aq^2)=0.05$, $K_1/(Aq^2)=\pm0.1$ and $\Theta=0.6$ and $1.1$ rad agreed with Eq.~\eqref{eq:k1corr} within $0.3\%$ of the gain.

\paragraph{Remark 2 (next order in $D$).} Moving the origin by half a period changes $D$ into $-D$ but leaves $e(\Theta)$ unchanged. The perturbation series therefore has even powers of $D$, and the relative correction to $\kappa$ starts at $(D/Aq^2)^2$. At $\Theta=45^\circ$ and $K_1=0$ it is easily found. There $\sin^2(\Theta+\eta)=(1+\sin2\eta)/2$, whose cubic term is $-2\eta^3/3$. With $\eta_*=a\cos qx$, $a=-D/(2Aq^2)$ and $\langle\cos^4qx\rangle=3/8$, the added energy is
\begin{equation}
-\frac{2D}{3}\,a^3\,\frac38=-\frac{Da^3}{4}=\frac{D^4}{32A^3q^6}.
\end{equation}
The change of $\eta$ caused by this term affects the energy at a still higher order, because $\eta_*$ is a minimum of $Q$. Relative to the gain $D^2/(8Aq^2)$ this is a reduction by $\frac14(D/Aq^2)^2$, or $4\%$ at $D/(Aq^2)=0.4$ and $1\%$ at $0.2$. Quartic constants fitted to the fully minimized energy between $10^\circ$ and $80^\circ$ fall below $\kappa$ by $3.3\%$ and $0.89\%$. Their ratio, $3.8$, is near the value 4 of a quadratic law.

\paragraph{Remark 3 (short and long periods).} As $q\to\infty$ the magnetization cannot follow the ripple, $\kappa\to0$, and averaging is justified. The growth of $\kappa$ as $q\to0$ cannot continue indefinitely. For $K_1=0$, exchange is non-negative and $K(x)\sin^2\theta\ge\min(K(x),0)$, so no state lies below
\begin{equation}
\langle\min(D\cos qx,0)\rangle=-\frac{D}{\pi}.
\end{equation}
The theorem's leading term has its minimum $-\kappa/4=-D^2/(8Aq^2)$ at $45^\circ$. It would cross this floor at $D/(Aq^2)=8/\pi\approx2.5$, so the quadratic law must have failed by then. At long periods the magnetization follows the local easy direction, and one pair of constants no longer describes it.

\paragraph{Remark 4 (several wavelengths).} If $K(x)$ contains components $D_n\cos(nqx+\beta_n)$, the quadratic energy separates into independent squares, one for each $n$. The same algebra gives $\kappa=\sum_nD_n^2/(2An^2q^2)$ at leading order. At equal amplitude, the longest period contributes most.

\section{Easy cone}

\paragraph{Corollary.} In the leading-order energy, a tilted state is the minimum when $|K_1|<\kappa$, with
\begin{equation}
\sin^2\Theta_c=\frac12\left(1-\frac{K_1}{\kappa}\right).
\label{eq:cone}
\end{equation}

\emph{Proof.} Differentiation gives
\begin{equation}
\frac{de}{d\Theta}=\sin2\Theta\left[K_1-\kappa+2\kappa\sin^2\Theta\right].
\end{equation}
The bracket vanishes at Eq.~\eqref{eq:cone}, which lies strictly between 0 and 1 when $|K_1|<\kappa$. As a function of $\sin^2\Theta$ the energy is an upward parabola, so this point is its minimum. Its depth below the normal state is $(\kappa-K_1)^2/(4\kappa)$. $\square$

The window can be confirmed without fixing a mean angle. Near the normal, a small tilt $u(x)$ has energy $\langle Au'^2+K(x)u^2\rangle$. Stability is decided by the lowest eigenvalue $\lambda$ of
\begin{equation}
-2Au''+2(K_1+D\cos qx)u=\lambda u,
\label{eq:mathieu}
\end{equation}
which is a Mathieu equation. Insert $u=1+b\cos qx$, drop the harmonic $2q$, and let $\mu=\lambda-2K_1$. The constant and $\cos qx$ parts are
\begin{align}
Db&=\mu, & 2Aq^2b+2D&=\mu b .
\end{align}
At leading order $b=-D/(Aq^2)$, so $\mu=-D^2/(Aq^2)=-2\kappa$ and $\lambda=2K_1-2\kappa$. For tilts $u$ out of the film plane, $\sin^2\theta\approx1-u^2$ reverses the sign of $K(x)$ and gives $\lambda=-2K_1-2\kappa$. Both uniform states are unstable when $|K_1|<\kappa$, as the corollary requires.

Full minimization over the mean angle as well, at $D/(Aq^2)=0.1$, gave the predicted $\sin^2\Theta_c$ within $0.01$ for $K_1/\kappa=0$ and $\pm0.5$. At $K_1/\kappa=1.3$ and $-1.3$ it gave the normal and in-plane states within the same tolerance.

\section{A film near spin reorientation}

Take $t=1$ nm, $A=15$ pJ/m and $M_s=1000$ kA/m. Let the mean interface anisotropy be $K_s=0.65$ mJ/m$^2$, with a ripple of amplitude $D_s=0.20$ mJ/m$^2$ and period 30 nm. Dividing by $t$ gives $K_s/t=650$ and $D=200$ kJ/m$^3$. The shape constant is $K_d=628.3$ kJ/m$^3$, which leaves $K_1=21.7$ kJ/m$^3$. With $q=0.2094$ nm$^{-1}$, $Aq^2=658$ kJ/m$^3$ and
\begin{equation}
\kappa=\frac{200^2}{2\times658}=30.4\ \text{kJ/m}^3=0.0304\ \text{MJ/m}^3 .
\end{equation}
The first-order constant becomes $21.7-30.4=-8.7$ kJ/m$^3$. Averaging predicts magnetization along the normal; relaxation gives
\begin{equation}
\sin^2\Theta_c=\frac12\left(1-\frac{21.7}{30.4}\right)=0.143,\qquad \Theta_c=22^\circ .
\end{equation}

The small parameters are $D/(Aq^2)=0.30$ and $K_1/(Aq^2)=0.033$. The bound in Eq.~\eqref{eq:theorem} allows an error of $0.36\kappa$, but the actual error is much smaller: full minimization gives constants $29.5$ and $-8.0$ kJ/m$^3$ and a cone at $21^\circ$. The cone depth is more sensitive, since it contains the square of a difference: $0.625$ kJ/m$^3$ from the formula and $0.515$ kJ/m$^3$ from full minimization. The Mathieu eigenvalue puts the edge of the window at $K_1=29.3$ kJ/m$^3$ instead of $30.4$.

\subsection{Nonlocal magnetostatics}

A normal magnetization component varying as $\cos qx$ puts opposite charges on the two faces. Each sheet's normal field decays as $e^{-qd}$ with distance $d$. Averaging the sum of both fields over the thickness gives the demagnetizing factor
\begin{equation}
P=\frac1t\int_0^t\frac{e^{-qz}+e^{-q(t-z)}}2\,dz=\frac{1-e^{-qt}}{qt}.
\end{equation}
In Fourier space the demagnetizing field is $-\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf M_{\mathbf k})$, so the three diagonal factors sum to 1. The in-plane direction normal to $q$ has factor 0, hence the one along $q$ has $1-P$. The mixed factor is odd in $k_z$ and averages to zero.

Let $\alpha$ be the angle between the in-plane tilt direction and the $x$ axis. A rotation $\eta$ changes the normal component by $-\sin\Theta\,\eta$ and the component along $x$ by $\cos\Theta\cos\alpha\,\eta$. The local model used factors 1 and 0 for them. The difference adds to $Aq^2$ the stiffness
\begin{equation}
K_d(1-P)\left(\cos^2\Theta\cos^2\alpha-\sin^2\Theta\right).
\end{equation}
This holds for $\alpha=0^\circ$ and $90^\circ$; at other angles the azimuth is also driven. Here $P=0.902$ and $K_d(1-P)=61$ kJ/m$^3$, which is $9\%$ of $Aq^2$. Full minimization with this field included moves the cone from $21^\circ$ to $20^\circ$ for tilt along the ripple direction and $22^\circ$ for tilt across it. These values are for a fixed azimuth. The tilt across the ripple direction has the lower energy, and a free azimuth turns to it. All these states have the period of the ripple; longer domain patterns, which could lower the energy of an extended film further, are not included.

\subsection{Relaxation through the thickness}

Now let the interface anisotropy act at the face $z=0$. Its mean part twists the magnetization through the depth. With $\eta(z)$ of zero mean, the areal energy is $\int_0^tA\eta'^2dz+K_sS\eta(0)$. In the interior $\eta''$ is constant, because of the mean constraint. The boundary conditions are $2A\eta'(0)=K_sS$ and $\eta'(t)=0$, so $\eta'=(K_sS/2A)(1-z/t)$. At the minimum of a quadratic plus a linear term, the total is minus the quadratic part:
\begin{equation}
-A\frac{K_s^2S^2}{4A^2}\int_0^t\left(1-\frac zt\right)^2dz=-\frac{K_s^2S^2t}{12A}.
\end{equation}
Per volume this equals $-\kappa_zS^2/4$ with $\kappa_z=K_s^2/(3A)=9.4$ kJ/m$^3$.

For the ripple part, $\eta=u(z)\cos qx$ with $u''=q^2u$, $2Au'(0)=D_sS$ and $u'(t)=0$. Thus
\begin{equation}
u(z)=-\frac{D_sS}{2Aq}\frac{\cosh q(t-z)}{\sinh qt}.
\end{equation}
The energy is half the linear term, $D_sSu(0)/4=-D_s^2S^2\coth(qt)/(8Aq)$ per area. With $D_s=Dt$, this multiplies $\kappa$ by $qt\coth qt=1.015$. The lateral and depth responses have different wavevectors and add at this order. At leading order the total quartic constant is $40.2$ kJ/m$^3$, and the cone angle from Eq.~\eqref{eq:cone} becomes $29^\circ$. Full minimization over both $x$ and $z$, with local shape anisotropy, gives $38.5$ kJ/m$^3$, $28^\circ$ and a cone depth of $1.8$ kJ/m$^3$. This shift is larger than the one caused by nonlocal magnetostatics.

\subsection{Relation to memory layers}

The thickness, stiffness, magnetization and mean interface anisotropy are round values, of the order of magnitude met in ultrathin metallic free layers of magnetic memories. The ripple is an assumption: its amplitude is $31\%$ of the mean, a strong variation, and a real interface would have a spectrum of wavelengths in two directions. The near cancellation of $K_s/t$ and $K_d$ is also chosen. Raising $K_s$ by $1.3\%$, with all else fixed, brings $K_1$ to $\kappa$ and closes the leading-order cone of the depth-uniform model; with the depth relaxation included, about $3\%$ is needed. In the periodic model, a film with $K_1$ well above $\kappa$ stays normal. The assumption of uniform magnetization through the depth fails if the anisotropy sits at one face, and that moves the quartic constant from 30 to 40 kJ/m$^3$.

The edges of a small element matter too, because they weaken its shape anisotropy. For an isolated, uniformly magnetized patch 60 nm square and 1 nm thick, the mean normal demagnetizing factor is $0.949$ instead of 1. With the film's $K_s$ this raises $K_1$ from $21.7$ to about $70$ kJ/m$^3$, more than twice $\kappa$, where Eq.~\eqref{eq:cone} no longer gives a cone. To restore $K_1=21.7$ kJ/m$^3$ in the patch, $K_s$ must be about $7\%$ lower.

Free edges also change the relaxation itself, because the response need not be periodic. Let the patch extend from $x=0$ to $60$ nm, two ripple periods, and let the ripple be $D\cos(qx+\beta)$. The torque balance with $\eta'=0$ at both edges gives
\begin{equation}
\eta'=\frac{DS}{2Aq}\left[\sin(qx+\beta)-\sin\beta\right].
\end{equation}
The energy gain is $A\langle\eta'^2\rangle$, which is $1+2\sin^2\beta$ times that of the film. The factor reaches 3, although the rotations are then too large for this linear estimate to be accurate.

The cone depth must be compared with the thermal energy. For a patch retuned to $K_1=21.7$ kJ/m$^3$, the film formula gives $0.54\,k_BT$ at 300 K. Minimizing the nonlinear local energy with free edges, for magnetization that depends on $x$ alone, gives about $0.5\,k_BT$ for $\beta=0$ but almost $6\,k_BT$ for $\beta=90^\circ$. This calculation treats the shape anisotropy as uniform over the patch. The actual demagnetizing field is weaker near the edges; including it, still for magnetization that depends on $x$ alone, raises the first value to almost $2\,k_BT$ and leaves the second between 5 and $6\,k_BT$. Thermal motion therefore samples the normal direction much more readily in the first case than in the second. The edge field does not always deepen the cone: for $\beta=180^\circ$, which has the same local value as $\beta=0$, it lowers the depth to $0.3\,k_BT$. Allowing variation along $y$ as well gives about $2\,k_BT$ for $\beta=0$ and a little above $6\,k_BT$ for $\beta=90^\circ$. All these values assume magnetization uniform through the depth. If the anisotropy sits at one face, the depth relaxation raises the film formula to $1.9\,k_BT$ and the patch values to about 3 and $7\,k_BT$, so the order of the two cases is kept but the gap is relatively smaller. The energy difference between the uniform in-plane and normal states, to which $\kappa$ does not contribute, is $K_1V=19\,k_BT$, with $V$ the patch volume. How well the tilt is defined in a small element thus depends on where the ripple lies relative to the edges, and the film constant $\kappa$ alone does not decide it.

\section*{Calculated quantities}
\begin{verbatim}
film thickness t: 1.00 nm
exchange stiffness A: 15.00 pJ/m
saturation magnetization Ms: 1000 kA/m
mean interface anisotropy Ks: 0.65 mJ/m^2
interface ripple amplitude: 0.20 mJ/m^2
ripple period: 30.0 nm
wavevector q: 0.2094 1/nm
exchange scale A q^2: 658.0 kJ/m^3
shape constant Kd: 628.3 kJ/m^3
mean net anisotropy K1: 21.68 kJ/m^3
ripple amplitude D: 200.0 kJ/m^3
D/(A q^2): 0.3040
K1/(A q^2): 0.0330
largest angle ripple, at 45 deg: 8.71 deg
quartic constant kappa, formula: 30.40 kJ/m^3
quartic constant, full minimization: 29.53 kJ/m^3
reduced first-order constant, formula: -8.71 kJ/m^3
reduced first-order constant, full: -7.98 kJ/m^3
cone half-width of K1 window, Mathieu: 29.26 kJ/m^3
cone angle, formula: 22.25 deg
cone angle, full minimization: 21.25 deg
cone depth below normal state, formula: 0.625 kJ/m^3
cone depth, full minimization: 0.515 kJ/m^3
test: kappa relative error at D/(A q^2)=0.4: -3.341 %
test: kappa relative error at D/(A q^2)=0.2: -0.886 %
test: ratio of these errors: 3.770
demagnetizing factor P(qt): 0.9022
nonlocal stiffness scale Kd(1-P): 61.43 kJ/m^3
nonlocal scale relative to A q^2: 9.34 %
cone angle, nonlocal, tilt along q: 19.82 deg
cone angle, nonlocal, tilt across q: 22.10 deg
depth factor qt coth(qt) on kappa: 1.0146
separate depth quartic constant: 9.39 kJ/m^3
lateral plus depth quartic constant: 40.23 kJ/m^3
cone angle, lateral plus depth formula: 28.69 deg
temperature: 300 K
patch side: 60 nm
cone depth of patch / kT, formula: 0.543
normal to in-plane K1 V / kT: 18.84
\end{verbatim}
